**Anderson mixing and GMRES: the one-step relation, tested on model matrices and C2H4**

For a linear map g(x) = Ax + b with M = I − A nonsingular, the program tests that the full-memory Anderson iterate x_(k+1) with unit mixing equals g(xG_k), where xG_k is the k-th GMRES iterate for Mx = b from the same start, provided GMRES has not stagnated earlier. GMRES is computed from an orthonormal Krylov basis and Anderson mixing from its own stored iterates. The program asserts their agreement for a nonsymmetric problem whose plain iteration diverges, the residual relation f(x_(k+1)) = A r_k, the variant with mixing parameter 0.3, and the loss of the equivalence with short memory. A case with three unknowns shows Anderson mixing stuck after a stagnation from which GMRES recovers. The physical example is the static coupled-perturbed Hartree–Fock response of C2H4 at the RHF/6-31+G* level, where the two sides agree to 1.5 × 10⁻¹⁰ of the remaining error. The polarizability volume along C=C is 5.277 Å³, and full SCF calculations in finite fields confirm it. The output also sizes the effects of basis, correlation, bond length, field direction and nonlinear response.

## Numerical verification

```python
"""
Result under test: for g(x) = A x + b with M = I - A nonsingular, full-memory
Anderson mixing with unit mixing obeys x_(k+1) = g(xG_k), where xG_k is the k-th
GMRES iterate for M x = b from the same start, as long as GMRES has not
stagnated at an earlier step.
Symbols: f(x) = g(x) - x is the residual; r_k is the GMRES residual; beta is the
mixing parameter; K_k is the Krylov space of M and r_0.
Example: static coupled-perturbed Hartree-Fock (CPHF) response of C2H4, with the
unknown y = sqrt(D) U, where U are the first-order orbital coefficients per unit
field and D the virtual-occupied orbital-energy differences.
Internal units are Hartree atomic units; printed units are stated in each line.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo, mp

norm = np.linalg.norm
BOHR = physical_constants["Bohr radius"][0] * 1e10            # angstrom
HARTREE = physical_constants["Hartree energy in eV"][0]       # eV
FIELD_UNIT = physical_constants["atomic unit of electric field"][0]  # V/m


def anderson(A, b, start, steps, beta=1.0, memory=None):
    """Return iterates x_0..x_(steps+1) and the optimal averages for k=0..steps."""
    X, F, averages = [start], [b + A @ start - start], []
    for k in range(steps + 1):
        m = k if memory is None else min(k, memory)
        xbar, fbar = X[-1], F[-1]
        if m > 0:
            dX = np.diff(np.array(X[-m - 1:]), axis=0).T
            dF = np.diff(np.array(F[-m - 1:]), axis=0).T
            gamma = np.linalg.lstsq(dF, F[-1], rcond=1e-13)[0]
            xbar, fbar = xbar - dX @ gamma, fbar - dF @ gamma
        averages.append(xbar)
        X.append(xbar + beta * fbar)
        F.append(b + A @ X[-1] - X[-1])
    return X, averages


def gmres_iterates(M, b, start, steps):
    """Minimize |b - M x| over start + K_k, using an orthonormal Krylov basis."""
    r0 = b - M @ start
    basis, iterates = [r0 / norm(r0)], [start]
    for k in range(1, steps + 1):
        V = np.array(basis).T
        iterates.append(start + V @ np.linalg.lstsq(M @ V, r0, rcond=None)[0])
        if k < steps:
            w = M @ basis[-1]
            for _ in range(2):
                w = w - V @ (V.T @ w)
            basis.append(w / norm(w))
    return iterates


# ---- General nonsymmetric problem whose plain iteration diverges ----
rng = np.random.default_rng(7)
n = 12
R = rng.normal(size=(n, n))
M = np.diag(np.linspace(1.0, 4.0, n)) + 0.25 * (R - R.T)
A = np.eye(n) - M
b, start = rng.normal(size=n), rng.normal(size=n)
solution = np.linalg.solve(M, b)
X, averages = anderson(A, b, start, n)
G = gmres_iterates(M, b, start, n)
radius_general = max(abs(np.linalg.eigvals(A)))
assert radius_general > 1.0
deviation_general = 0.0
for k in range(9):
    r = b - M @ G[k]
    error_left = norm(X[k + 1] - solution)
    deviation_general = max(deviation_general,
                            norm(X[k + 1] - (A @ G[k] + b)) / error_left)
    assert norm(averages[k] - G[k]) < 1e-8
    assert norm(b - M @ X[k + 1] - A @ r) < 1e-8
assert deviation_general < 1e-6
assert norm(X[n + 1] - solution) < 1e-7

# The Anderson differences span the Krylov space.
r0 = b - M @ start
powers = [r0]
for _ in range(4):
    powers.append(M @ powers[-1])
Q_krylov = np.linalg.qr(np.array(powers).T)[0]
Q_hull = np.linalg.qr(np.array([x - start for x in X[1:6]]).T)[0]
assert norm(Q_krylov - Q_hull @ (Q_hull.T @ Q_krylov)) < 1e-8

# Other mixing parameter, and loss of the equivalence with short memory.
X_damped, _ = anderson(A, b, start, 8, beta=0.3)
for k in range(9):
    assert norm(X_damped[k + 1] - G[k] - 0.3 * (b - M @ G[k])) < 1e-7
X_short, _ = anderson(A, b, start, 8, memory=1)
deviation_short = max(norm(X_short[k + 1] - (A @ G[k] + b)) for k in range(9))
deviation_short /= norm(solution)
assert deviation_short > 1e-3

# ---- Stagnation: GMRES recovers, Anderson does not ----
M3 = np.array([[1., 1., 1.], [1., 1., 0.], [0., 1., 1.]])
b3 = np.array([1., 0., 0.])
X3, _ = anderson(np.eye(3) - M3, b3, np.zeros(3), 7)
G3 = gmres_iterates(M3, b3, np.zeros(3), 3)
res_G3 = [norm(b3 - M3 @ x) for x in G3]
res_X3 = [norm(b3 - M3 @ x) for x in X3]
assert res_G3[1] < res_G3[0] - 0.1 and abs(res_G3[2] - res_G3[1]) < 1e-12
assert res_G3[3] < 1e-12
assert all(norm(x - X3[2]) < 1e-10 for x in X3[3:]) and res_X3[-1] > 0.1

# ---- C2H4: Hartree-Fock and its linear response ----
CC, CH, ANGLE = 1.33, 1.09, 121.5        # angstrom, angstrom, degree (chosen)


def ethylene(basis, cc=CC):
    """Planar molecule in the yz plane, C=C along z, centred at the origin."""
    zc = cc / 2
    zh = zc - CH * np.cos(np.radians(ANGLE))
    yh = CH * np.sin(np.radians(ANGLE))
    atoms = [["C", (0, 0, s * zc)] for s in (1, -1)]
    atoms += [["H", (0, t * yh, s * zh)] for s in (1, -1) for t in (1, -1)]
    mol = gto.M(atom=atoms, basis=basis, unit="Angstrom", verbose=0)
    return mol, mol.intor("int2e", aosym="s8")


def run_scf(mol, eri, field):
    """RHF in a uniform field along z; returns the SCF object and its dipole."""
    z = mol.intor("int1e_r")[2]
    mf = scf.RHF(mol)
    core = mf.get_hcore() + field * z
    mf.get_hcore = lambda *args: core
    mf._eri, mf.chkfile = eri, None
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-8, 100
    mf.kernel()
    assert mf.converged
    return mf, -np.sum(z * mf.make_rdm1())


mol, eri = ethylene("6-31+g*")
mf, dipole_zero = run_scf(mol, eri, 0.0)
assert abs(dipole_zero) < 1e-6
C, e = mf.mo_coeff, mf.mo_energy
nmo, o = C.shape[1], mol.nelectron // 2
g4 = ao2mo.restore(1, ao2mo.kernel(eri, C), nmo)
ovov = g4[:o, o:, :o, o:]
K = (4 * ovov - g4[:o, :o, o:, o:].transpose(0, 2, 1, 3)
     - ovov.transpose(0, 3, 2, 1))
D = (e[None, o:] - e[:o, None]).ravel()
size = D.size
root = np.sqrt(D)
A = -K.reshape(size, size) / np.outer(root, root)
M = np.eye(size) - A
assert norm(A - A.T) < 1e-8
sources = [-(C[:, :o].T @ r @ C[:, o:]).ravel() / root
           for r in mol.intor("int1e_r")]
alpha_xyz = [4 * s @ np.linalg.solve(M, s) for s in sources]
b = sources[2]
y_exact = np.linalg.solve(M, b)
alpha = alpha_xyz[2]
eig_A, vec_A = np.linalg.eigh(A)
assert eig_A[-1] < 1.0                     # M positive definite: stable RHF
seen = eig_A[abs(vec_A.T @ b) > 1e-7 * norm(b)]

last = 7
X, averages = anderson(A, b, np.zeros(size), last)
G = gmres_iterates(M, b, np.zeros(size), last)
plain = [np.zeros(size)]
for k in range(last + 1):
    plain.append(A @ plain[-1] + b)
deviation = 0.0
res_G = [norm(b - M @ x) / norm(b) for x in G]
res_X = [norm(b - M @ x) / norm(b) for x in X]
res_P = [norm(b - M @ x) / norm(b) for x in plain]
for k in range(last + 1):
    assert k == 0 or res_G[k] < res_G[k - 1]
    assert norm(averages[k] - G[k]) < 1e-9 * norm(y_exact)
    deviation = max(deviation, norm(X[k + 1] - (A @ G[k] + b))
                    / norm(X[k + 1] - y_exact))
assert deviation < 1e-5

# Independent check of the linear equations: full SCF in finite fields.
field_SI = 1e9                             # V/m, equal to 10 MV/cm
field = field_SI / FIELD_UNIT
_, dipole1 = run_scf(mol, eri, field)
_, dipole2 = run_scf(mol, eri, 2 * field)
alpha_scf = (4 * dipole1 / field - dipole2 / (2 * field)) / 3
assert abs(alpha_scf / alpha - 1) < 1e-5
nonlinear = dipole1 / (field * alpha) - 1
assert abs(nonlinear) < 1e-2

# Sizes of what the model leaves out.
stretch = 0.01                             # angstrom
mol_s, eri_s = ethylene("6-31+g*", CC + stretch)
_, dipole_s = run_scf(mol_s, eri_s, field)
bond_effect = dipole_s / dipole1 - 1
mol_b, eri_b = ethylene("aug-cc-pvdz")
energies = []
for F in (0.0, field):
    mf_b, _ = run_scf(mol_b, eri_b, F)
    pt = mp.MP2(mf_b)
    pt.kernel()
    energies.append((mf_b.e_tot, mf_b.e_tot + pt.e_corr))
alpha_big, alpha_mp2 = [-2 * (energies[1][i] - energies[0][i]) / field**2
                        for i in (0, 1)]

V = BOHR**3
print("GENERAL NONSYMMETRIC TEST (dimensionless)")
print(f"unknowns {n}, spectral radius of A {radius_general:.3f}")
print(f"max |x_(k+1)-g(xG_k)| / remaining error, k=0..8: {deviation_general:.1e}")
print(f"memory 1: max |x_(k+1)-g(xG_k)| / |solution|: {deviation_short:.3f}")
print("STAGNATION TEST, 3 unknowns (dimensionless)")
print("GMRES residuals k=0..3:", " ".join(f"{abs(v):.4f}" for v in res_G3))
print("Anderson residuals x_0..x_8:", " ".join(f"{v:.4f}" for v in res_X3))
print("C2H4, RHF/6-31+G*, field along C=C")
print(f"C=C {CC:.2f} angstrom, C-H {CH:.2f} angstrom, H-C-C {ANGLE:.1f} degree")
print(f"basis functions {nmo}, occupied orbitals {o}, unknowns {size}")
print(f"smallest orbital-energy difference {D.min() * HARTREE:.3f} eV")
print(f"eigenvalues of A, all: {eig_A[0]:.4f} to {eig_A[-1]:.4f}")
print(f"eigenvalues of A seen by this field: {seen[0]:.4f} to {seen[-1]:.4f}")
print(f"smallest eigenvalue of M: {1 - eig_A[-1]:.4f}")
print("Residuals relative to |r_0| (dimensionless)")
print(" k   GMRES x_k   Anderson x_(k+1)   plain x_(k+1)")
for k in range(last + 1):
    print(f"{k:2d}   {res_G[k]:.3e}   {res_X[k+1]:.3e}          {res_P[k+1]:.3e}")
print("Polarizability volume (angstrom^3)")
print(" k   GMRES x_k   Anderson x_(k+1)   plain x_(k+1)")
for k in range(last + 1):
    a1, a2, a3 = [4 * b @ v * V for v in (G[k], X[k + 1], plain[k + 1])]
    print(f"{k:2d}   {a1:.6f}    {a2:.6f}           {a3:.6f}")
print(f"max |x_(k+1)-g(xG_k)| / remaining error: {deviation:.1e}")
print(f"direct solution: {alpha * V:.6f} angstrom^3 = {alpha:.4f} bohr^3")
print(f"finite-field SCF, zero-field limit: {alpha_scf * V:.6f} angstrom^3")
print(f"field {field_SI / 1e8:.1f} MV/cm")
print(f"induced dipole, linear: {alpha * field * BOHR * 100:.5f} e pm")
print(f"induced dipole, full SCF: {dipole1 * BOHR * 100:.5f} e pm")
print("SIZES OF NEGLECTED EFFECTS")
print(f"nonlinear response at this field: {100 * nonlinear:.4f} %")
print(f"C=C longer by {stretch:.2f} angstrom: {100 * bond_effect:.2f} %")
print(f"RHF/aug-cc-pVDZ: {alpha_big * V:.4f} angstrom^3")
print(f"basis change: {100 * (alpha_big / alpha - 1):.2f} %")
print(f"MP2/aug-cc-pVDZ: {alpha_mp2 * V:.4f} angstrom^3")
print(f"correlation change: {100 * (alpha_mp2 / alpha_big - 1):.2f} %")
print(f"field in plane, across C=C: {alpha_xyz[1] * V:.4f} angstrom^3")
print(f"field normal to plane: {alpha_xyz[0] * V:.4f} angstrom^3")
print("PASS")
```

Running it gives:

```
GENERAL NONSYMMETRIC TEST (dimensionless)
unknowns 12, spectral radius of A 2.523
max |x_(k+1)-g(xG_k)| / remaining error, k=0..8: 7.3e-13
memory 1: max |x_(k+1)-g(xG_k)| / |solution|: 5.071
STAGNATION TEST, 3 unknowns (dimensionless)
GMRES residuals k=0..3: 1.0000 0.7071 0.7071 0.0000
Anderson residuals x_0..x_8: 1.0000 1.0000 0.8660 0.8660 0.8660 0.8660 0.8660 0.8660 0.8660
C2H4, RHF/6-31+G*, field along C=C
C=C 1.33 angstrom, C-H 1.09 angstrom, H-C-C 121.5 degree
basis functions 44, occupied orbitals 8, unknowns 288
smallest orbital-energy difference 12.758 eV
eigenvalues of A, all: -0.5935 to 0.5374
eigenvalues of A seen by this field: -0.5935 to 0.5374
smallest eigenvalue of M: 0.4626
Residuals relative to |r_0| (dimensionless)
 k   GMRES x_k   Anderson x_(k+1)   plain x_(k+1)
 0   1.000e+00   3.776e-01          3.776e-01
 1   3.715e-01   1.812e-01          1.971e-01
 2   1.133e-01   4.970e-02          1.103e-01
 3   2.791e-02   1.122e-02          6.328e-02
 4   4.739e-03   1.449e-03          3.668e-02
 5   6.555e-04   1.815e-04          2.138e-02
 6   7.010e-05   1.815e-05          1.251e-02
 7   7.646e-06   2.115e-06          7.336e-03
Polarizability volume (angstrom^3)
 k   GMRES x_k   Anderson x_(k+1)   plain x_(k+1)
 0   0.000000    4.227342           4.227342
 1   3.940507    4.523930           4.545519
 2   5.072186    5.126484           5.148249
 3   5.259526    5.262819           5.095255
 4   5.276186    5.276280           5.259535
 5   5.276796    5.276798           5.224266
 6   5.276810    5.276810           5.275727
 7   5.276810    5.276810           5.260625
max |x_(k+1)-g(xG_k)| / remaining error: 1.5e-10
direct solution: 5.276810 angstrom^3 = 35.6097 bohr^3
finite-field SCF, zero-field limit: 5.276809 angstrom^3
field 10.0 MV/cm
induced dipole, linear: 3.66454 e pm
induced dipole, full SCF: 3.66456 e pm
SIZES OF NEGLECTED EFFECTS
nonlinear response at this field: 0.0006 %
C=C longer by 0.01 angstrom: 1.27 %
RHF/aug-cc-pVDZ: 5.4605 angstrom^3
basis change: 3.48 %
MP2/aug-cc-pVDZ: 5.1253 angstrom^3
correlation change: -6.14 %
field in plane, across C=C: 3.0170 angstrom^3
field normal to plane: 2.5670 angstrom^3
PASS
```
